# Bleaney's Formula for Lanthanide NMR Shifts: Two Derivations and Its Limits, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

A trivalent lanthanide ion sits at the origin and a nucleus at $\mathbf r=r\mathbf n$, with polar angles $\theta,\varphi$. The algebra uses Gaussian atomic units, in which the Bohr magneton is $\mu_B=1/2c$; in the units of the numbers, $\mu_B^2=5.36815\times10^{-5}$ eV Å$^3$. Write $\beta=1/kT$, $X=J(J+1)$, and
$$Q=X(4X-3)=J(J+1)(2J-1)(2J+3),$$
since $4J^2+4J-3=(2J-1)(2J+3)$. The bracket $\langle A\rangle=\mathrm{Tr}A/(2J+1)$ is the unweighted average over the multiplet, and $\langle A\rangle_T$ the thermal one.

Only the ground Russell–Saunders multiplet is kept, with electron $g$ factor 2. This excludes Sm$^{3+}$ and Eu$^{3+}$, whose excited multiplets lie low, and Gd$^{3+}$, which has $L=0$. The moment is $-g\mu_B\mathbf J$. Projecting $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$ on $\mathbf J$, with $2\,\mathbf S\cdot\mathbf J=X+S(S+1)-\Lambda$ and $\Lambda=L(L+1)$, gives $g=\tfrac32+[S(S+1)-\Lambda]/2X$.

The crystal field in the multiplet is
$$H=b\,O_2^0+b'\,O_2^2+H_4+H_6,\qquad O_2^0=3J_z^2-X,\quad O_2^2=J_x^2-J_y^2,$$
with $b=\alpha_JB_{20}$, $b'=\alpha_JB_{22}$, and axes chosen to diagonalize the rank-2 part. $B_{20}$ multiplies $\sum_i(3\cos^2\theta_i-1)$ over the $4f$ electrons (Stevens convention; the Wybourne parameter multiplies half that function and equals $2B_{20}$). $\Delta$ is the total splitting of $H$.

An operator $A$ has rank $k$ if $\mathcal C(A)\equiv\sum_a[J_a,[J_a,A]]=k(k+1)A$. Cyclic invariance of the trace gives $\langle A\,\mathcal C(B)\rangle=\langle\mathcal C(A)B\rangle$, so operators of different rank are orthogonal, $\langle AB\rangle=0$. The operator $J_+^k$ has rank $k$, because it commutes with $J_+$ and $[J_z,J_+^k]=kJ_+^k$; its repeated commutators with $J_-$ give the other components. For $k=2$ these span the traceless symmetric products $\tfrac12\{J_a,J_b\}-\delta_{ab}X/3$. $H$ has ranks 2, 4 and 6, so $\langle H\rangle=0$, and it is even under time reversal.

**Response tensor.** A field $\mathbf B_0$ adds $\mathbf h\cdot\mathbf J$ with $\mathbf h=g\mu_B\mathbf B_0$. Let $Z(\mathbf h)=\mathrm{Tr}\,e^{-\beta(H+\mathbf h\cdot\mathbf J)}$. Time reversal makes $Z$ even in $\mathbf h$, so
$$\ln Z(\mathbf h)=\ln Z_0+\tfrac12\beta\,h_aK_{ab}h_b+O(h^4),\tag{1}$$
which defines $K$. Then $\langle J_a\rangle_T=-\beta^{-1}\partial\ln Z/\partial h_a=-K_{ab}h_b$, and the induced moment is $\mathbf m=\chi\mathbf B_0$ with $\chi=g^2\mu_B^2K$; the two minus signs cancel. The field is taken weak, $\beta hJ\ll1$, so that the response is linear. At NMR fields this is only roughly met: for Dy$^{3+}$ at 300 K, $\beta hJ$ is 0.21 at 9.4 T and 0.47 at 21 T, and saturation together with partial alignment lowers the 121.8 ppm shift of the example below by about 0.4 and 2 ppm. The nucleus sees the thermal moment only if electronic relaxation is fast on the scale of the hyperfine frequency.

**Shift.** A nucleus well outside the $4f$ shell feels the point-dipole field $D\mathbf m$, with $D_{ab}=(3n_an_b-\delta_{ab})/r^3$; the contact term is left out. The relative change of the field along $\hat{\mathbf B}_0$ is $\hat B_a(D\chi)_{ab}\hat B_b$, and isotropic tumbling replaces $\hat B_a\hat B_b$ by $\delta_{ab}/3$, so $\delta=\tfrac13\mathrm{Tr}(D\chi)$, positive toward higher frequency. When $K$ is diagonal, define $K_{\rm ax}=K_{zz}-\tfrac12(K_{xx}+K_{yy})$ and $K_{\rm rh}=K_{xx}-K_{yy}$. Then $K_{zz}=\bar K+\tfrac23K_{\rm ax}$ and $K_{xx},K_{yy}=\bar K-\tfrac13K_{\rm ax}\pm\tfrac12K_{\rm rh}$. The mean $\bar K$ drops out because $D$ is traceless. With $D_{xx}+D_{yy}=-D_{zz}$ and $D_{xx}-D_{yy}=3\sin^2\theta\cos2\varphi/r^3$,
$$\delta=\frac{g^2\mu_B^2}{3r^3}\Big[K_{\rm ax}(3\cos^2\theta-1)+\tfrac32K_{\rm rh}\sin^2\theta\cos2\varphi\Big].\tag{2}$$

**Power sums.** Over $m=-J,\dots,J$,
$$\langle m^2\rangle=\frac X3,\quad\langle m^4\rangle=\frac{X(3X-1)}{15},\quad\langle m^6\rangle=\frac{X(3X^2-3X+1)}{21}.\tag{3}$$
These follow by induction. Multiplying each by $2J+1$ gives $Jp(J)$, with $p=(2J^2+3J+1)/3$, $(6J^4+15J^3+10J^2-1)/15$ and $(6J^6+21J^5+21J^4-7J^2+1)/21$. The same expression at $J-1$ equals $Jp(-J)$, so the difference is $2J$ times the odd part of $p$, namely $2J^2$, $2J^4$, $2J^6$, which is what the two new states $m=\pm J$ add. The cases $J=0$ and $J=\tfrac12$ hold by substitution. One combination carries the whole result:
$$\langle O_2^0J_z^2\rangle=3\langle m^4\rangle-X\langle m^2\rangle=\frac{X(9X-3)-5X^2}{15}=\frac Q{15}.\tag{4}$$

**The factor $\alpha_J$.** By the Wigner–Eckart theorem $\sum_i(3\cos^2\theta_i-1)=\alpha_JO_2^0$ within the multiplet. For one electron take $m=l$, with density $(1-u^2)^l$, $u=\cos\theta$. Let $I_l=\int_{-1}^1(1-u^2)^ldu$ and $A=\int u^2(1-u^2)^ldu$. Integration by parts gives $A=I_{l+1}/(2l+2)$, and $I_{l+1}=I_l-A$, so $A/I_l=1/(2l+3)$. The mean of $3u^2-1$ is $-2l/(2l+3)$, while $3l^2-l(l+1)=l(2l-1)$. Hence $\alpha_l=-2/[(2l-1)(2l+3)]=-2/45$ for $l=3$. The Hund state with $M_L=L$, $M_S=S$ is a single determinant, so
$$\alpha_L=-\frac2{45}\,\frac{\sum_i(3m_i^2-12)}{L(2L-1)};$$
a full set of seven parallel spins adds $84-84=0$. To pass from $L$ to $J$, let $T_{ab}(\mathbf V)=\tfrac12\{V_a,V_b\}-\delta_{ab}V^2/3$. In the multiplet $T_{ab}(\mathbf L)=\lambda T_{ab}(\mathbf J)$, and $\lambda$ follows by contracting with $J_aJ_b$. From $[J_a,L_b]=i\epsilon_{abc}L_c$ and $\epsilon_{abc}L_aL_b=iL_c$, one has $(\mathbf L\cdot\mathbf J)^2=L_aL_bJ_aJ_b+\mathbf L\cdot\mathbf J$. Symmetrizing $L_aL_b$ adds $-\tfrac i2\epsilon_{abc}L_cJ_aJ_b=+\tfrac12\mathbf L\cdot\mathbf J$. So $T_{ab}(\mathbf L)J_aJ_b=(\mathbf L\cdot\mathbf J)^2-\tfrac12\mathbf L\cdot\mathbf J-\Lambda X/3$. Here $\mathbf L\cdot\mathbf J=Y/2$ with $Y=X+\Lambda-S(S+1)$, and the same expression with $\mathbf L\to\mathbf J$ is $X^2-X/2-X^2/3=Q/6$. Therefore
$$\alpha_J=\alpha_L\,\frac{3Y(Y-1)-4X\Lambda}{2Q}.\tag{5}$$
For Dy$^{3+}$ ($f^9$, $L=5$, $S=\tfrac52$, $J=\tfrac{15}2$) the two minority electrons have $m=3,2$, the sum is $15+0$, $\alpha_L=-2/135$, $Y=85$, the ratio is $3/7$, and $\alpha_J=-2/315=-0.006349$.

## First derivation: expansion of the partition function

Put $W=\mathbf h\cdot\mathbf J$ and expand $Z/(2J+1)=\sum_n(-\beta)^n\langle(H+W)^n\rangle/n!$, keeping terms of order $h^2$. At $n=2$ the term is $\langle W^2\rangle$. At $n=3$ the three orderings $HWW$, $WHW$, $WWH$ are cyclic images of each other and give $3\langle HW^2\rangle$. At $n=4$ four of the six orderings have the two $W$ adjacent on the cycle and two do not, giving $4\langle H^2W^2\rangle+2\langle HWHW\rangle$. The $h^2$ part of $\ln Z$ is the $h^2$ part of $Z$ divided by $Z_0$, because there is no linear part, and $Z_0/(2J+1)=1+\tfrac12\beta^2\langle H^2\rangle+\dots$ because $\langle H\rangle=0$. Thus
$$\tfrac12\beta\,hKh=\tfrac{\beta^2}2\langle W^2\rangle-\tfrac{\beta^3}2\langle HW^2\rangle+\beta^4\Big[\tfrac{2\langle H^2W^2\rangle+\langle HWHW\rangle}{12}-\tfrac{\langle W^2\rangle\langle H^2\rangle}4\Big]+\dots$$
Multiplying by $2/\beta$, with $\langle\tfrac12\{J_a,J_b\}\rangle=\delta_{ab}X/3$,
$$K_{ab}=\frac{\beta X}3\delta_{ab}-\beta^2\langle H\,\tfrac12\{J_a,J_b\}\rangle+\beta^3K^{(3)}_{ab}+\dots,\tag{6}$$
$$K^{(3)}_{aa}=\tfrac16\big[2\langle H^2J_a^2\rangle+\langle HJ_aHJ_a\rangle\big]-\tfrac16X\langle H^2\rangle\quad(\text{no sum}).\tag{7}$$

The first term of (6) is the isotropic Curie law and gives no shift. In the second, $\tfrac12\{J_a,J_b\}$ has ranks 0 and 2 only, so $H_4$ and $H_6$ drop out by orthogonality. The elements with $a\ne b$ vanish: a rotation by $\pi$ about one of the two axes leaves $O_2^0$ and $O_2^2$ unchanged and reverses $\{J_a,J_b\}$.

The two anisotropies are traces with the Stevens operators themselves. Since $J_z^2-\tfrac12(X-J_z^2)=\tfrac12O_2^0$,
$$K_{\rm ax}=-\tfrac12\beta^2\langle HO_2^0\rangle,\qquad K_{\rm rh}=-\beta^2\langle HO_2^2\rangle.$$
A rotation by $\pi/2$ about $z$ reverses $O_2^2$ and keeps $O_2^0$, so $\langle O_2^0O_2^2\rangle=0$. From (4) and $\langle O_2^0\rangle=0$, $N\equiv\langle(O_2^0)^2\rangle=3\langle O_2^0J_z^2\rangle=Q/5$. For $O_2^2$ define $O^{(a)}=3J_a^2-X$. The three sum to zero and are equivalent by rotation, so $\langle O^{(x)}O^{(y)}\rangle=-N/2$. With $O_2^2=(O^{(x)}-O^{(y)})/3$ this gives $\langle(O_2^2)^2\rangle=(2N+N)/9=Q/15$. At order $\beta^2$,
$$K_{\rm ax}=-\beta^2\,b\,\frac Q{10},\qquad K_{\rm rh}=-\beta^2\,b'\,\frac Q{15}.\tag{8}$$
In (2) the axial factor is $\tfrac13\cdot\tfrac1{10}$ and the rhombic one $\tfrac13\cdot\tfrac32\cdot\tfrac1{15}$; both equal $\tfrac1{30}$:
$$\delta_{\rm B}=-\frac{\mu_B^2\,g^2J(J+1)(2J-1)(2J+3)\,\alpha_J}{30\,(kT)^2r^3}\Big[B_{20}(3\cos^2\theta-1)+B_{22}\sin^2\theta\cos2\varphi\Big].\tag{9}$$
This is Bleaney's formula, correct within the single multiplet up to terms of order $T^{-3}$. In a real ion the crystal field and the Zeeman term also mix in the next multiplet, which adds a $T^{-1}$ term linear in $B_{20}$. Keeping the whole Hund term, with a Landé spin–orbit splitting set to the approximate free-ion gap, this lowers the magnitude of (9) at 300 K by about 5 % for Ce and Pr, 8 % for Nd, 20 % for Pm, 3 % for Tb, 1 % for Dy and less than 1 % for Ho to Yb. With Wybourne's axial parameter the 30 becomes 60. The sign is that of the populations: $b<0$ lowers the states of large $|m|$, makes $z$ the easy axis, and gives a positive shift on the axis. For $J=\tfrac12$ the shift vanishes, since no rank-2 operator exists there.

## Second derivation: the Van Vleck sum over levels

Let $H|n\rangle=E_n|n\rangle$, apply $h$ along axis $a$, and choose the states within each degenerate level to diagonalize $J_a$. Perturbation theory gives $E_n+hW_n^{(1)}+h^2W_n^{(2)}$, with $W_n^{(1)}=(J_a)_{nn}$ and $W_n^{(2)}=-\sum'_m|(J_a)_{nm}|^2/(E_m-E_n)$ over other levels. The $h^2$ term of $Z$ is $\sum_nw_n[\tfrac12\beta^2W_n^{(1)2}-\beta W_n^{(2)}]$ with $w_n=e^{-\beta E_n}$, so by (1)
$$K_{aa}=\frac1{Z_0}\sum_nw_n\big[\beta W_n^{(1)2}-2W_n^{(2)}\big].$$
In the second part, write the double sum as the mean of itself and its copy with $n\leftrightarrow m$. Both parts then take one form,
$$K_{aa}=\frac1{Z_0}\sum_{n,m}|(J_a)_{nm}|^2f_{nm},\qquad f_{nm}=\frac{w_n-w_m}{E_m-E_n},\tag{10}$$
where $f\to\beta w_n$ for equal energies reproduces the Curie part. Equation (10) is exact in $\beta\Delta$ within the model and is the reference called exact below.

Take $H$ diagonal in $m$, with energies $E_m$ and $\langle E_m\rangle=0$. Along $z$ only Curie terms exist:
$$K_{zz}=\frac\beta{Z_0}\sum_mm^2w_m=\beta\frac X3-\beta^2\langle E_mm^2\rangle+\dots$$
Along $x$ the matrix elements join $m$ and $m+1$, with $a_m=|\langle m+1|J_x|m\rangle|^2=[X-m(m+1)]/4$, and each pair occurs twice in (10). Expanding both exponentials and dividing $E'^{\,n}-E^n$ by $E'-E$,
$$f(E,E')=\beta-\tfrac12\beta^2(E+E')+\tfrac16\beta^3(E^2+EE'+E'^2)-\dots\tag{11}$$
The energy denominators have cancelled. The first order gives $\beta\langle2a_m\rangle=\beta(X-X/3)/2=\beta X/3$, since $a_J=0$ may be included and $\langle m\rangle=0$. At second order, shift the index in the $E_{m+1}$ term, using $a_{-J-1}=0$:
$$\sum_ma_m(E_m+E_{m+1})=\sum_mE_m(a_m+a_{m-1})=\sum_mE_m\,\frac{X-m^2}2.$$
With $\langle E_m\rangle=0$ this gives $K_{xx}=K_{yy}=\beta X/3+\tfrac12\beta^2\langle E_mm^2\rangle+\dots$, and
$$K_{\rm ax}=-\tfrac32\beta^2\langle E_mm^2\rangle+\dots\tag{12}$$
For $E_m=b(3m^2-X)$, (4) gives $\langle E_mm^2\rangle=bQ/15$, so $K_{zz}$ changes by $-\beta^2bQ/15$, $K_{xx}$ and $K_{yy}$ by $+\beta^2bQ/30$, and $K_{\rm ax}=-\beta^2bQ/10$.

The rhombic term is not diagonal in $m$, but $K/\beta$ is an analytic function of the matrix $\beta H$, so its first-order term is linear in $H$ and contributions add. Write $b'O_2^2=\tfrac{b'}3O^{(x)}-\tfrac{b'}3O^{(y)}$, two axial fields. The first changes $K_{xx}-K_{yy}$ by $-\beta^2\tfrac{b'}3Q(\tfrac1{15}+\tfrac1{30})=-\beta^2b'Q/30$. The second has the opposite coefficient and the axes exchanged, and gives the same amount. The total is $K_{\rm rh}=-\beta^2b'Q/15$, while the two contributions to $K_{\rm ax}$ cancel. This is (8), and (9) follows as before. An axial field of rank 4 or 6 contributes nothing to (12), because its energies are orthogonal to $1$ and $m^2$; the non-axial components are linear combinations of rotated axial fields and vanish by the same superposition.

Two routes, an expansion of the partition function and the Van Vleck sum over levels, have given the same Bleaney formula (9), the leading $T^{-2}$ shift within the single multiplet. What remains is to compare their assumptions and to find the limits of (9) from the $T^{-3}$ term, the bounds, the low-temperature and convergence behaviour, and worked examples.
